# Ballistic conductance of a fixed carrier density shared among graphene layers

## Question

A wide conductor consists of $N$ parallel graphene layers, each of width $W$ and length $L$. The layers are electronically decoupled, and every layer is contacted at both ends. A fixed dose of dopant supplies a total net carrier density $n$ per unit area, summed over the layers and shared equally among them.

Near each Dirac point the energies are $E=\pm\hbar v|\mathbf k|$, with $\mathbf k$ measured from that point. Spin and valley give four copies of each state. Take electron doping; with perfect contacts, hole doping gives the same conductance by the symmetry of the bands. Parts (a) to (d) assume zero temperature and perfect transmission. Part (e) includes temperature. The numerical estimates in parts (f) and (g) return to zero-temperature occupations and examine contacts, scattering and unequal doping.

For numerical work use $n=4.0\times10^{13}\ \mathrm{cm^{-2}}$, $W=1000$ nm, $L=50$ nm, $v=1.0\times10^6$ m/s and $T=300$ K.

## (a) Find the Fermi wavevector of one layer and its number of transverse modes.

**Answer.** Equal sharing puts $n/N$ carriers per unit area in each layer. One spin-valley copy has $1/(2\pi)^2$ states per unit area of sheet and per unit area of $k$-space. The filled states form a disc of radius $k_F$, so

$$
\frac nN=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad
k_F=\sqrt{\frac{\pi n}{N}} .
$$

Let current flow along $x$. With periodic edges, the transverse wavevector $k_y$ takes values spaced by $2\pi/W$. A value of $k_y$ provides propagating states at the Fermi energy if $|k_y|<k_F$. This interval has length $2k_F$, so the number of modes per spin and valley is

$$
M=\frac{2k_F}{2\pi/W}=\frac{k_FW}{\pi}.
$$

Replacing an integer count by this continuous expression requires $M\gg1$, which is the meaning of "wide" here.

## (b) Find the conductance of one mode.

**Answer.** Fix $k_y$. The velocity along the current is $v_x=\hbar^{-1}\partial E/\partial k_x$. Right-moving states are filled by the left contact, with occupation $f_L$, and left-moving states by the right contact, with occupation $f_R$. With $e>0$, the magnitude of the net current is

$$
I_1=e\int_{v_x>0}\frac{dk_x}{2\pi}\,
\frac1\hbar\frac{\partial E}{\partial k_x}(f_L-f_R)
=\frac eh\int dE\,(f_L-f_R).
$$

The velocity has cancelled against the one-dimensional density of states. At zero temperature and small bias $V$, the occupations differ by one over an energy interval $eV$. Hence $I_1=e^2V/h$, and the conductance of one open mode is $e^2/h$.

## (c) Find the total conductance. Does it grow as $N$?

**Answer.** One layer has $4M$ modes, including spin and valley:

$$
G_{\rm layer}=\frac{4e^2}{h}\frac{k_FW}{\pi}
=\frac{4e^2}{h}\frac W\pi\sqrt{\frac{\pi n}{N}}
=\frac{4e^2}{h}W\sqrt{\frac{n}{\pi N}} .
$$

The layers conduct in parallel, so their conductances add:

$$
G(N)=N G_{\rm layer}
=\frac{4e^2}{h}W\sqrt{\frac{nN}{\pi}}
=\sqrt N\,G(1).
$$

The growth is as $\sqrt N$. Carriers fill the area of a Fermi disc, whereas modes count its diameter. Dividing the carriers among $N$ discs reduces each diameter by $\sqrt N$, and there are $N$ discs. If the density of each layer were held fixed instead, $G_{\rm layer}$ would not change and $G$ would grow as $N$; the total density would then also grow as $N$.

The Fermi velocity does not appear. An isotropic parabolic band with the same fourfold degeneracy and one Fermi circle per copy would give the same result, because density fixes $k_F$ and each mode still carries $e^2/h$.

At zero temperature, equal sharing also gives the largest conductance for given $n$ and $N$, provided that no layer is hole doped. For layer densities $n_i\ge0$, $G\propto\sum_i\sqrt{n_i}$, and the Cauchy–Schwarz inequality gives

$$
\left(\sum_{i=1}^N 1\cdot\sqrt{n_i}\right)^2
\le \left(\sum_{i=1}^N1\right)\left(\sum_{i=1}^N n_i\right)=Nn,
$$

with equality when all $n_i$ are equal.

## (d) Evaluate the conductance for $N=1$, 4 and 16.

**Answer.** For $N=1$, $n=4.0\times10^{17}\ \mathrm{m^{-2}}$ and

$$
k_F=\sqrt{\pi(4.0\times10^{17})}\ \mathrm{m^{-1}}
=1.121\ \mathrm{nm^{-1}},\qquad
M=\frac{1.121\times1000}{\pi}\simeq356.8 .
$$

With $e^2/h=38.74\ \mu\mathrm S$,

$$
G(1)=4(38.74\ \mu\mathrm S)(356.8)=55.3\ \mathrm{mS}.
$$

The other cases follow from the same formulae:

| $N$ | $E_F=\hbar vk_F$ (eV) | $M$ per layer | $G$ (mS) |
|---:|---:|---:|---:|
| 1 | 0.738 | 356.8 | 55.3 |
| 4 | 0.369 | 178.4 | 110.6 |
| 16 | 0.184 | 89.2 | 221.2 |

Sixteen layers conduct four times as well as one. A direct test fills the lowest states of a periodic square sheet of side 1000 nm and counts the occupied values of $k_y$. It gives 357, 253, 179, 127 and 89 modes per layer for $N=1$, 2, 4, 8 and 16. Multiplying by $N$ and fitting a power law gives an exponent of 0.4998.

## (e) Include temperature at fixed net density. What happens for very large $N$?

**Answer.** At energy $E$ a layer has $W|E|/(\pi\hbar v)$ modes per spin and valley. For small bias, $f_L-f_R=eV(-\partial f/\partial E)$, so

$$
G_{\rm layer}=\frac{4e^2}{h}\frac{W}{\pi\hbar v}S,
\qquad
S=\int_{-\infty}^{\infty}|E|\left(-\frac{\partial f}{\partial E}\right)dE .
$$

Let $\mu$ be the chemical potential measured from the Dirac point. Integrating by parts on each side of $E=0$ gives

$$
\begin{aligned}
S&=\int_0^\infty f\,dE+\int_{-\infty}^0(1-f)\,dE\\
&=k_BT\ln(1+e^{\mu/k_BT})+k_BT\ln(1+e^{-\mu/k_BT})\\
&=\mu+2k_BT\ln(1+e^{-\mu/k_BT}).
\end{aligned}
$$

The two integrals are the electron and hole contributions. The density of states is $2|E|/[\pi(\hbar v)^2]$, so the net density of a layer obeys

$$
\frac{dn_{\rm layer}}{d\mu}=\frac{2S}{\pi(\hbar v)^2},
\qquad n_{\rm layer}(\mu=0)=0 .
$$

Integrate from zero to $\mu$. For $\mu\gg k_BT$, the upper limit of the thermal integral may be taken to infinity. Expanding the logarithm gives

$$
\int_0^\infty\ln(1+e^{-x})dx
=\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{12}.
$$

Therefore

$$
n_{\rm layer}\simeq\frac{2}{\pi(\hbar v)^2}
\left[\frac{\mu^2}{2}+\frac{\pi^2}{6}(k_BT)^2\right].
$$

At zero temperature the same density is $E_F^2/[\pi(\hbar v)^2]$. Equating the two gives $\mu^2\simeq E_F^2-\pi^2(k_BT)^2/3$. Since $S\simeq\mu$ in this regime,

$$
\frac{G(T)}{G(0)}\simeq
\sqrt{1-\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2}.
$$

For $N=16$, $k_BT/E_F=0.0259/0.184\simeq0.14$, and the formula gives a reduction of about 3.3%. The full thermal calculation gives 3.25%, against 0.20% for $N=1$. The ratio $G(16)/G(1)$ falls from 4 to 3.88.

In the opposite limit, $N\to\infty$ at fixed $n$ and $T$, each layer approaches neutrality. Then $\mu\to0$, $S\to2k_BT\ln2$, and

$$
G(N)\to N\,\frac{4e^2}{h}\frac{W}{\pi\hbar v}\,2k_BT\ln2 .
$$

Growth as $N$ returns because thermal electrons and holes conduct in every layer, even though the net density is fixed. Setting $E_F(N)=2k_BT\ln2$ gives a crossover estimate:

$$
N_c=\left[\frac{E_F(1)}{2k_BT\ln2}\right]^2\simeq424 .
$$

The local exponent of $G(N)$ does not rise steadily from 1/2 to 1; it first falls below 1/2. Write $a=(\pi^2/3)[k_BT/E_F(1)]^2$. At low temperature $G\propto\sqrt{N(1-aN)}$, whose local exponent is

$$
\frac{d\ln G}{d\ln N}=\frac12-\frac{aN}{2(1-aN)}<\frac12 .
$$

The full calculation gives 0.467 at $N=16$, then 0.861 at $N=424$, and 1.000 at $N=10^5$. The last value illustrates the mathematical limit, not a practical conductor.

## (f) Replace the perfect contacts by abrupt steps to very heavily doped graphene. Does the law survive?

**Answer.** Let $q$ be the conserved transverse wavevector. In one valley the wave equation in the sheet is

$$
(-i\sigma_x\partial_x+\sigma_yq)\psi=k_F\psi .
$$

Multiplying by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$ gives

$$
\partial_x\psi=A\psi,\qquad A=ik_F\sigma_x+q\sigma_z .
$$

The two matrices in $A$ anticommute, so $A^2=q^2-k_F^2=-k_x^2$. Hence

$$
\psi(0)=e^{-AL}\psi(L)
=\left[\cos k_xL-A\frac{\sin k_xL}{k_x}\right]\psi(L).
$$

In very heavily doped contacts the waves travel nearly along $x$. Right- and left-movers are then the eigenstates $|+\rangle$ and $|-\rangle$ of $\sigma_x$. Set $\psi(0)=|+\rangle+r|-\rangle$ and $\psi(L)=t|+\rangle$. Projecting on $|+\rangle$ removes the $\sigma_z$ term, because $\langle+|\sigma_z|+\rangle=0$:

$$
1=t\left[\cos k_xL-i\frac{k_F}{k_x}\sin k_xL\right].
$$

The transmission probability is therefore

$$
|t|^2=\frac{1}{\cos^2k_xL+(k_F/k_x)^2\sin^2k_xL}.
$$

For $k_FL\gg1$, average over the rapidly varying phase $\varphi=k_xL$. Write $q=k_F\sin\theta$ and $s=k_F/k_x=1/\cos\theta$. The substitution $u=s\tan\varphi$ gives

$$
\frac1\pi\int_{-\pi/2}^{\pi/2}
\frac{d\varphi}{\cos^2\varphi+s^2\sin^2\varphi}
=\frac{1}{\pi s}\int_{-\infty}^{\infty}\frac{du}{1+u^2}
=\frac1s=\cos\theta .
$$

Modes are uniformly spaced in $q$, and $dq=k_F\cos\theta\,d\theta$. The mean transmission is

$$
\frac{1}{2k_F}\int_{-k_F}^{k_F}\cos\theta\,dq
=\frac12\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta
=\frac\pi4 .
$$

In this limit the factor does not depend on $N$, so the square-root law survives while the conductance falls by about 21%. The limit requires contacts doped far more heavily than the sheet, which is hard to reach for $N=1$, where $E_F$ is already 0.74 eV. Contacts of finite density reflect less if they have the same carrier type as the sheet and are more heavily doped than it. Contacts that are less doped, or of opposite type, can transmit less. In all these cases the factor depends on the ratio of the sheet and contact Fermi wavevectors, hence on $N$. In the limit of very heavily doped contacts, at $L=50$ nm, an integration that includes evanescent modes, $|q|>k_F$, gives factors of 0.785 for $N=1$ and 0.789 for $N=16$. The ratio $G(16)/G(1)$ becomes 4.02.

## (g) Assess phonon scattering, one-sided doping and the use of the model for real conductors.

**Answer.** Take a rough phonon sheet resistance $\rho=30\ \Omega$ per layer, held independent of density. As an interpolation between ballistic and diffusive transport, add it in series within each layer:

$$
G(N)=\frac{N}{1/G_{\rm layer}+\rho L/W}.
$$

Here $\rho L/W=30\times50/1000=1.5\ \Omega$. For $N=1$ the ballistic resistance is $1/(55.3\ \mathrm{mS})=18.1\ \Omega$, so phonons lower $G$ by 7.7%. For $N=16$ the reduction is 2.0%, because each layer has a larger ballistic resistance. The ratio $G(16)/G(1)$ rises to 4.24. In a long sheet the term $\rho L/W$ dominates, and this model gives growth as $N$. For one layer the two terms are equal at $L\simeq18.1\times1000/30\simeq600$ nm.

Equal sharing is plausible if dopant lies beside every layer. Suppose instead that all of it lies outside layer 1. Beyond layer $N$ the field vanishes, so by Gauss's law the field between layers $i$ and $i+1$ is set by the charge farther from the dopant. Equilibrium requires a common electrochemical potential:

$$
E_{F,i}-E_{F,i+1}
=\frac{e^2d}{\varepsilon_0\varepsilon_r}\sum_{j>i}n_j,
\qquad E_{F,i}=\hbar v\sqrt{\pi n_i}.
$$

For $N=4$ and a rough spacing $d=0.34$ nm, numerical solution puts 83% of the carriers in the first layer for $\varepsilon_r=1$, and 67% for $\varepsilon_r=3$. The ratio $G(4)/G(1)$ is 1.57 or 1.78, instead of 2. At zero temperature the relative shortfall grows as more layers are added, because the distant ones are screened and receive few carriers. At room temperature this trend eventually reverses, since thermal electrons and holes conduct even in neutral layers, as in part (e). In a stack of many layers, the square-root law therefore needs dopant throughout the stack.

The parameters are rough values for clean, heavily doped, rotationally misaligned multilayer graphene. The full dose in one layer is high, and a sheet much wider than it is long is unlike a narrow interconnect line. At $L=50$ nm, one-sided doping and abrupt contacts cause the largest losses among the effects estimated here: 11–22% relative to equal sharing at $N=4$, and about 21% relative to perfect contacts in the limit of very heavily doped contacts. Trigonal warping of the Fermi contour changes the mode number by less than 0.5% at $N=1$. Decoupling requires the Fermi level to stay below the energy at which the cones of neighbouring layers hybridize. A twist $\vartheta$ separates their Dirac points by $2K\sin(\vartheta/2)$, where $K\simeq17\ \mathrm{nm^{-1}}$ is the distance of a Dirac point from the zone centre, so the cones cross at energy $\hbar vK\sin(\vartheta/2)$. A coupling $t$ affects states within about $t$ of this crossing, which gives the estimate $\hbar vK\sin(\vartheta/2)\gtrsim E_F+t$. For $N=2$, with $E_F=0.52$ eV and a rough coupling $t=0.11$ eV, this suggests a twist of at least about 6.5°. In a line 20 nm wide, the continuous mode number falls from 7.1 at $N=1$ to 1.8 at $N=16$. The wide-sheet formula is then unreliable, and individual modes and edges must be treated. The numerical output lists these separate estimates, which should not be combined into a device prediction.

## Computed values

```
Total density: 4.0e+13 cm^-2
Width: 1000 nm; length: 50 nm
Fermi velocity (rough): 1.0e+06 m/s
Temperature: 300 K; kT: 0.0259 eV
Conductance per spin-valley mode e^2/h: 38.740 uS
N=1: density per layer 4.00e+13 cm^-2, kF 1.121 nm^-1, EF 0.738 eV
  modes per layer, spin and valley: formula 356.8, counted 357
  G per layer 55.29 mS, total 55.29 mS, G(N)/G(1) 1.000
N=2: density per layer 2.00e+13 cm^-2, kF 0.793 nm^-1, EF 0.522 eV
  modes per layer, spin and valley: formula 252.3, counted 253
  G per layer 39.10 mS, total 78.20 mS, G(N)/G(1) 1.414
N=4: density per layer 1.00e+13 cm^-2, kF 0.560 nm^-1, EF 0.369 eV
  modes per layer, spin and valley: formula 178.4, counted 179
  G per layer 27.65 mS, total 110.59 mS, G(N)/G(1) 2.000
N=8: density per layer 5.00e+12 cm^-2, kF 0.396 nm^-1, EF 0.261 eV
  modes per layer, spin and valley: formula 126.2, counted 127
  G per layer 19.55 mS, total 156.40 mS, G(N)/G(1) 2.828
N=16: density per layer 2.50e+12 cm^-2, kF 0.280 nm^-1, EF 0.184 eV
  modes per layer, spin and valley: formula 89.2, counted 89
  G per layer 13.82 mS, total 221.18 mS, G(N)/G(1) 4.000
Exponent fitted to counted modes: 0.4998
Thermal change of G at 300 K, N=1: -0.20 %
Thermal change of G at 300 K, N=16: -3.25 %
Thermal G(16)/G(1): 3.878
N where EF = 2 ln2 kT: 424
Local thermal exponent at N=16: 0.467
Local thermal exponent at N=424: 0.861
Local thermal exponent at N=100000: 1.000
Abrupt-contact factor on G, N=1: 0.785
Abrupt-contact factor on G, N=16: 0.789
G(16)/G(1) with abrupt contacts: 4.020
Phonon sheet resistance per layer (rough): 30 ohm
Phonon change of G, N=1: -7.7 %
Phonon change of G, N=16: -2.0 %
G(16)/G(1) with phonons: 4.244
Warping change of mode number, N=1: 0.16 to 0.48 %
Layer spacing (rough): 0.34 nm
One-sided doping, N=4, eps_r=1: shares 83.1, 12.0, 3.3, 1.6 %; G(4)/G(1) 1.567
One-sided doping, N=4, eps_r=3: shares 66.5, 19.7, 8.4, 5.3 %; G(4)/G(1) 1.781
Interlayer hybridization (rough): 0.11 eV
Estimated minimum twist for decoupling, N=2: 6.5 degrees
Continuous mode number in a 20 nm line, N=1: 7.14
Continuous mode number in a 20 nm line, N=16: 1.78
```
